\section*{Why Plane-Wave RPA Correlation Converges as Cutoff to the −3/2}

\section{A slow approach to the limit}

Two electrons of opposite spin occupy the lowest orbital of a harmonic Kohn--Sham potential with $\hbar\omega=10$ eV. When the plane-wave cutoff of the response function is raised from 400 to 800 eV, their correlation energy in the random-phase approximation (RPA) falls by 0.0101 eV. The value at 800 eV still lies 0.0051 eV above the limit of infinite cutoff. The part still missing is thus half of what the last doubling gained, although the density is a smooth Gaussian whose own Fourier components die off very fast. An error proportional to $E_{\rm cut}^{-3/2}$ would give a ratio of gain to remainder of $2^{3/2}-1=1.83$; the numbers give 1.99. The power, its prefactor and the difference between these ratios all follow from the response at large wavevector.

\section{Isolating the missing energy}

The algebra is in atomic units. Fourier components are
\begin{equation}
n(\mathbf k)=\int d^3r\,n(\mathbf r)e^{-i\mathbf k\cdot\mathbf r},\qquad
\chi_0(\mathbf q,\mathbf q')=\int\! d^3r\,d^3r'\,e^{-i\mathbf q\cdot\mathbf r}\chi_0(\mathbf r,\mathbf r')e^{i\mathbf q'\cdot\mathbf r'},
\label{ft}
\end{equation}
and each wavevector in a trace is integrated with $d^3q/(2\pi)^3$. Here $n$ is the density, summed over spin, of the electrons kept in $\chi_0$. For a crystal, energies and density integrals are taken per cell, with dense sampling of the Brillouin zone. With $v(q)=4\pi/q^2$ and $X=v^{1/2}\chi_0(iu)v^{1/2}$, the RPA energy is
\begin{equation}
E=\frac1{2\pi}\int_0^\infty du\,{\rm Tr}\left[\ln(1-X)+X\right].
\label{rpa}
\end{equation}
The cutoff keeps both wavevectors of $X$ inside the sphere $q<G_c$, with $E_{\rm cut}=G_c^2/2$. The orbitals and the sum over empty states in $\chi_0$ are taken as complete.

Expanding the logarithm for all $q$ would not be justified, since $X$ need not be small at small $q$. The missing part can be separated first. Let $P$ denote the inside of the sphere and $Q$ the outside. The determinant of a block matrix factorizes as
\begin{equation}
\det(1-X)=\det(1-X_{PP})\det(1-Y),\qquad
Y=X_{QQ}+X_{QP}(1-X_{PP})^{-1}X_{PQ}.
\label{schur}
\end{equation}
Using $\ln\det={\rm Tr}\ln$ and subtracting the energy of the $P$ block gives
\begin{equation}
\Delta E\equiv E(\infty)-E(G_c)=\frac1{2\pi}\int_0^\infty du\,{\rm Tr}_Q\left[\ln(1-Y)+X_{QQ}\right].
\label{missing}
\end{equation}
Elements of $X$ with large wavevectors are small, as (\ref{chi}) will show, so $\ln(1-Y)\simeq-Y-Y^2/2$. The term linear in $X_{QQ}$ cancels. For a smooth density, $X_{PQ}$ connects $Q$ to wavevectors just inside the sphere, where $X_{PP}$ is small too and the inverse in (\ref{schur}) may be replaced by 1. What remains is $-{\rm Tr}X_{QP}X_{PQ}-\frac12{\rm Tr}X_{QQ}^2$, which is $-\frac12({\rm Tr}X^2-{\rm Tr}X_{PP}^2)$. Hence
\begin{equation}
\Delta E\simeq-\frac1{4\pi}\int_0^\infty du\int_{\rm not\ both\ inside}\frac{d^3q\,d^3q'}{(2\pi)^6}\,v(q)v(q')\,|\chi_0(\mathbf q,\mathbf q';iu)|^2 .
\label{second}
\end{equation}
The tail is of second order even when the total energy is far from it. In the example the second-order energy is $-2.705$ eV and the RPA energy $-2.065$ eV.

\section{The response at large wavevector}

Take a local Kohn--Sham potential and real spin orbitals $\phi_i$. With $F(h)=2h/(h^2+u^2)$,
\begin{equation}
\chi_0(\mathbf q,\mathbf q';iu)=-\sum_i^{\rm occ}\sum_a F(\varepsilon_a-\varepsilon_i)\langle i|e^{-i\mathbf q\cdot\mathbf r}|a\rangle\langle a|e^{i\mathbf q'\cdot\mathbf r}|i\rangle .
\label{sum}
\end{equation}
The sum over $a$ should run over empty states, but it may include the occupied ones. Exchanging two occupied labels leaves the product of matrix elements unchanged, because the orbitals are real, and reverses the sign of $F$, so these terms cancel in pairs. Completeness then removes the sum. Since
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}=H+\mathbf q\cdot\mathbf p+\tfrac12q^2 ,
\label{shift}
\end{equation}
we obtain
\begin{equation}
\chi_0=-\sum_i^{\rm occ}\langle i|F\!\left(H-\varepsilon_i+\mathbf q\cdot\mathbf p+\tfrac12q^2\right)e^{-i(\mathbf q-\mathbf q')\cdot\mathbf r}|i\rangle .
\label{closed}
\end{equation}
When $q$ is much larger than the momenta in the occupied orbitals and than $|\mathbf q-\mathbf q'|$, the term $q^2/2$ dominates and $F$ becomes a number:
\begin{equation}
\chi_0(\mathbf q,\mathbf q';iu)\simeq-n(\mathbf q-\mathbf q')\,\frac{q^2}{u^2+q^4/4}.
\label{chi}
\end{equation}
A struck electron recoils as if free, and the binding potential enters through the density alone. For the trap, the sum over oscillator transitions divided by (\ref{chi}) is 1.0030 at $q^2/2=1000$ eV and 1.0008 at 4000 eV, taken at $u=q^2/4$, $|\mathbf q'|=|\mathbf q|$ and $|\mathbf q-\mathbf q'|^2=\omega$. The first correction to (\ref{chi}) is of relative order $\mathbf q\cdot(\mathbf q-\mathbf q')/q^2$, in general $1/q$. For equal lengths $\mathbf q\cdot(\mathbf q-\mathbf q')=|\mathbf q-\mathbf q'|^2/2$, so here the deviation falls as $1/q^2$.

\section{Power and prefactor}

To leading order, the region in (\ref{second}) is $\mathbf q$ outside the sphere and $\mathbf q'$ anywhere. Pairs with $\mathbf q$ inside and $\mathbf q'$ outside lie near the surface and are treated below. Because $\mathbf q'$ stays near $\mathbf q$, $v(q)v(q')\simeq(4\pi)^2/q^4$, which cancels the $q^4$ from the square of (\ref{chi}). Parseval's theorem gives
\begin{equation}
\int\frac{d^3q'}{(2\pi)^3}|n(\mathbf q-\mathbf q')|^2=\int d^3r\,n^2(\mathbf r).
\label{parseval}
\end{equation}
This is where the density squared enters. For the frequency integral, differentiate $\int_0^\infty du/(u^2+a^2)=\pi/(2a)$ with respect to $a^2$ and change the sign:
\begin{equation}
\int_0^\infty\frac{du}{(u^2+a^2)^2}=\frac{\pi}{4a^3}=\frac{2\pi}{q^6}\qquad\left(a=\tfrac12q^2\right).
\label{freq}
\end{equation}
The factors combine to $-(1/4\pi)(4\pi)^2(2\pi/q^6)=-8\pi^2/q^6$. The remaining integral is
\begin{equation}
\int_{q>G_c}\frac{d^3q}{(2\pi)^3}\frac1{q^6}=\frac1{2\pi^2}\int_{G_c}^\infty\frac{dq}{q^4}=\frac1{6\pi^2G_c^3},
\label{radial}
\end{equation}
so that $\Delta E\simeq-\frac43\int n^2/G_c^3$. With $G_c^3=(2E_{\rm cut})^{3/2}$ and $\frac43\,2^{-3/2}=\sqrt2/3$,
\begin{equation}
E(E_{\rm cut})=E(\infty)+\frac{A}{E_{\rm cut}^{3/2}}+\dots,\qquad
A=\frac{\sqrt2}{3}\int d^3r\,n^2(\mathbf r).
\label{law}
\end{equation}
The truncated energy lies above the limit, since the omitted correlation is negative.

The integral of $n^2$ measures how densely electrons would meet at one point if they were uncorrelated and exchange were ignored as well. The RPA tail counts pairs of equal spin and each electron with itself, so a fully polarized gas has the same $A$ as an unpolarized gas of the same density, although its electrons never meet. Large wavevectors resolve such short distances. This also shows what cancels in an interaction energy. If two fragments keep their densities, $n=n_A+n_B$, the error of the energy difference contains
\begin{equation}
A_{AB}-A_A-A_B=\frac{2\sqrt2}{3}\int d^3r\,n_An_B ,
\label{overlap}
\end{equation}
which is small when the densities barely overlap. The leading correction is thus much larger for total energies than for the interaction energy of weakly overlapping fragments. Once the overlap is negligible, the surface term derived below dominates the cutoff error of the interaction energy. It falls only as a power of the distance between the fragments, because its factor $k=|\mathbf k|$ is not analytic at $\mathbf k=0$. The Fourier transform of $k$ is $-1/(\pi^2r^4)$, so at large distance $R$ the cross part of $B$ tends to $-2N_AN_B/(\pi^2R^4)$, with $N_A$ and $N_B$ the electron numbers, opposite in sign to (\ref{overlap}).

\section{The uniform gas}

For a uniform gas $n(\mathbf k)$ vanishes unless $\mathbf k=0$, so there are no surface pairs. The first correction comes from the motion of the electrons. In (\ref{closed}) an electron of momentum $\mathbf k$ has excitation energy $a+\mathbf q\cdot\mathbf k$, with $a=q^2/2$. The linear term averages to zero over the Fermi sphere, and $\langle(\mathbf q\cdot\mathbf k)^2\rangle=q^2k_F^2/5$. The average of $F$ is therefore $F(a)+\frac{1}{10}q^2k_F^2F''(a)$, and its square is $F^2+\frac15q^2k_F^2FF''$. From
\begin{equation}
\int_0^\infty du\,F(a)F(b)=4ab\,\frac{\pi}{2ab(a+b)}=\frac{2\pi}{a+b},
\label{ff}
\end{equation}
setting $b=a$ gives $\int F^2=\pi/a$, and two derivatives in $b$ at $b=a$ give $\int FF''=\pi/(2a^3)$. The relative correction at given $q$ is $q^2k_F^2/(10a^2)=2k_F^2/(5q^2)$. Integrating it with the weight $q^{-4}$ of (\ref{radial}) supplies a factor $3/5$:
\begin{equation}
\frac{\Delta E}{-\frac43n^2V/G_c^3}=1+\frac{6}{25}\frac{k_F^2}{G_c^2}+\dots
\label{gas}
\end{equation}
Here $V$ is the volume. At $n=0.1$ \AA$^{-3}$ and $G_c=8k_F$ (503 eV), (\ref{gas}) gives 1.0038 and the full RPA tail gives 1.0037. At $16k_F$ both give 1.0009.

The next order in the interaction also follows. For the gas, $X=-x$ with $x=4\pi n/(u^2+q^4/4)$, and the cubic term of $\ln(1+x)-x$ is $+x^3/3$. Differentiating (\ref{freq}) once more in $a^2$ gives $\int du/(u^2+a^2)^3=3\pi/(16a^5)=6\pi/q^{10}$. Each $q$ contributes $(1/2\pi)(64\pi^3n^3/3)(6\pi/q^{10})=64\pi^3n^3/q^{10}$, and
\begin{equation}
\frac{\Delta E_3}{V}=\frac{64\pi^3n^3}{2\pi^2}\int_{G_c}^\infty\frac{dq}{q^8}=\frac{32\pi}{7}\frac{n^3}{G_c^7}.
\label{third}
\end{equation}
It is positive, because screening weakens the correlation, and its size relative to the leading tail is $(24\pi/7)\,n/G_c^4$. The computed part beyond second order is 1.012 and 1.004 times (\ref{third}) at the two cutoffs. For a non-uniform density, the same large-$q$ form with three density factors replaces $n^3V$ by $\int n^3d^3r$ at leading order.

\section{The surface of the cutoff sphere}

For a non-uniform density we now count the pairs with $\mathbf q$ inside and $\mathbf q'=\mathbf q+\mathbf k$ outside. On a surface element $G_c^2d\Omega$ at angle $\theta$ to $\mathbf k$, the layer that crosses has thickness $k\cos\theta$ for $\cos\theta>0$. Its volume is
\begin{equation}
G_c^2k\,2\pi\int_0^1\cos\theta\,d(\cos\theta)=\pi G_c^2k .
\label{layer}
\end{equation}
Each pair has weight $-8\pi^2|n(\mathbf k)|^2/G_c^6$. Multiplying by $\pi G_c^2k/(2\pi)^3$ leaves $-k|n(\mathbf k)|^2/G_c^4$, and therefore
\begin{equation}
E(G_c)-E(\infty)=\frac43\frac{\int n^2d^3r}{G_c^3}+\frac{B}{G_c^4}+\dots,\qquad
B=\int\frac{d^3k}{(2\pi)^3}\,k\,|n(\mathbf k)|^2 .
\label{edge}
\end{equation}
No other term of order $G_c^{-4}$ arises when the density is smooth. The first corrections to (\ref{chi}) and to $v(q')$ are linear in $\mathbf q\cdot\mathbf p/q^2$ and $\mathbf q\cdot\mathbf k/q^2$; at fixed $\mathbf k$ they are odd in $\mathbf q$ and vanish on integration over its direction. In terms of energy the new term is $B/(4E_{\rm cut}^2)$, just half a power of $E_{\rm cut}$ below the leading one.

\section{The trap to third order in the expansion}

For the trap $n(\mathbf r)=2(\omega/\pi)^{3/2}e^{-\omega r^2}$ and $n(\mathbf k)=2e^{-k^2/4\omega}$, so $\int n^2=4(\omega/2\pi)^{3/2}$ and $B=4\omega^2/\pi^2$. The next term can be found as well. With $s=e^{-\omega\tau}$, the oscillator ground state obeys
\begin{equation}
\langle0|e^{-i\mathbf q\cdot\mathbf r}e^{-(H-\varepsilon_0)\tau}e^{i\mathbf q'\cdot\mathbf r}|0\rangle
=\exp\left[-\frac{q^2+q'^2}{4\omega}+\frac{\mathbf q\cdot\mathbf q'}{2\omega}s\right]\equiv S .
\label{osc}
\end{equation}
This follows on writing $\mathbf r=(\mathbf a+\mathbf a^\dagger)/\sqrt{2\omega}$ and ordering the exponentials. Because $F(h)=\int_{-\infty}^\infty d\tau\,e^{iu\tau-h|\tau|}$, Parseval's theorem in $u$ gives $\int_0^\infty du\,\chi_0^2=8\pi\int_0^\infty d\tau\,S^2$, apart from the ground-state term, which is exponentially small here. The second-order integrand is then $-2v(q)v(q')\int d\tau\,S^2$. The average of $e^{\mathbf q\cdot\mathbf q's/\omega}$ over angles is $e^z/(2z)$ for large $z=qq's/\omega$. With $y=q/\sqrt{2\omega}$, $p=yy'$ and $d\tau=ds/(\omega s)$, the tail becomes
\begin{align}
\Delta E&=-\frac{4}{\pi^2}\int\!dy\,dy'\,\frac{e^{-(y-y')^2}}{p}\int^1\!\frac{ds}{s^2}\,e^{-2p(1-s)}\nonumber\\
&=-\frac2{\pi^2}\int\!dy\,dy'\,\frac{e^{-(y-y')^2}}{p^2}\left(1+\frac1p+\dots\right),
\label{trap}
\end{align}
where $s^{-2}=1+2(1-s)+\dots$ near $s=1$. Set $\kappa=y-y'$, $Y=(y+y')/2$ and $g^2=E_{\rm cut}/\omega$. At least one of $y,y'$ exceeds $g$ when $Y>g-|\kappa|/2$. Since $p=Y^2-\kappa^2/4$, the integral over $Y$ is
\begin{equation}
\int_{g-|\kappa|/2}^\infty\! dY\left[\frac1{Y^4}+\frac{1+\kappa^2/2}{Y^6}\right]
=\frac1{3g^3}+\frac{|\kappa|}{2g^4}+\frac{1+3\kappa^2}{5g^5}+\dots
\label{yint}
\end{equation}
The integrals of $1$, $|\kappa|$ and $\kappa^2$ with $e^{-\kappa^2}$ are $\sqrt\pi$, $1$ and $\sqrt\pi/2$. The first two terms reproduce (\ref{edge}). The third has coefficient $\sqrt\pi/2$ against $\sqrt\pi/3$ for the first, so it is $3\omega/(2E_{\rm cut})$ times the leading term.

\section{Reading the numbers}

For $\hbar\omega=10$ eV, $\int n^2=0.3818$ \AA$^{-3}$, and (\ref{law}) gives $A=0.02667$ hartree$^{5/2}=103.0$ eV$^{5/2}$. At 800 eV the leading term is $103.0/800^{3/2}=0.00455$ eV, the surface term 0.00043 eV and the third term $0.00455\times15/800=0.00009$ eV. Their sum, 0.00507 eV, compares with the error of 0.00509 eV. The surface and third terms fall faster than the leading one, which raises the ratio of gain to remainder from 1.83 to 1.93 with two terms and to 1.98 with three, against 1.99 computed.

This error is relative to a reference of $-2.06455$ eV ($-0.07587$ hartree), formed from the RPA energy at 800 eV and the summed second-order tail. Equation (\ref{third}) puts the omitted third-order tail at $6\times10^{-7}$ eV. That is an estimate: between 400 and 800 eV the part beyond second order changes by $1.3\times10^{-5}$ eV, about twice what (\ref{third}) predicts, so its asymptotic form is not yet reached. The omitted tail is nearer $1\times10^{-6}$ eV, which leaves the digits of the reference unchanged.

The drop from 400 to 800 eV needs no reference. The RPA gives 0.01013 eV, two terms give 0.00962 eV and three give 0.01002 eV. The remaining differences are 5\% and 1\% of the predicted drops.

A two-point fit of (\ref{law}) to 400 and 800 eV removes the leading term but not the others. With weights $2^{3/2}$ and $-1$, divided by $2^{3/2}-1$, the surface term leaves
\begin{equation}
\frac{2.828\times0.00043-0.00172}{1.828}\ {\rm eV}\simeq-0.0003\ {\rm eV},
\label{twopoint}
\end{equation}
and the third term adds about $-0.0001$ eV. The fit does overshoot, by 0.00045 eV. Subtracting $A/E_{\rm cut}^{3/2}$ at 800 eV leaves 0.00053 eV of the opposite sign.

The law requires $G_c$ to exceed by far the momenta present in the occupied orbitals, so compact orbitals postpone it. A nonlocal pseudopotential adds a term to (\ref{shift}) that is not treated here. What the law needs from the interaction is its form $4\pi/q^2$ at large $q$, the $1/r$ singularity at short range. Removing the long-range part, as in $v(q)(1-e^{-q^2/4\mu^2})$ with $\mu\ll G_c$, leaves $A$ unchanged. If instead $v$ is multiplied by $e^{-q^2/4\mu^2}$, the integrand in (\ref{radial}) acquires a Gaussian factor and the power-law tail disappears. The numerical output gives the values at the other cutoffs.

\section*{Computed results}
\begin{verbatim}
UNIFORM GAS
density = 0.100 1/angstrom^3
Fermi wavevector = 1.4360 1/angstrom
Gc = 8 kF: Ecut = 502.79 eV
  missing energy, full RPA = -2.40210e-04 eV/angstrom^3
  missing energy, law = -2.39331e-04 eV/angstrom^3
  ratio RPA/law = 1.003676 (no unit)
  beyond second order / third-order law = 1.01216 (no unit)
Gc = 16 kF: Ecut = 2011.15 eV
  missing energy, full RPA = -2.99442e-05 eV/angstrom^3
  missing energy, law = -2.99163e-05 eV/angstrom^3
  ratio RPA/law = 1.000933 (no unit)
  beyond second order / third-order law = 1.00357 (no unit)
TRAP WITH TWO ELECTRONS
hbar omega = 10.0 eV
integral of n^2 = 0.381822 1/angstrom^3
boundary integral B = 0.697998 1/angstrom^4
prefactor A = 103.023 eV^(5/2)
prefactor A = 0.026672 hartree^(5/2)
chi0/large-q form, q^2/2 = 1000 eV: 1.002952 (no unit)
chi0/large-q form, q^2/2 = 4000 eV: 1.000766 (no unit)
second-order excess/leading law at 16000 eV: 1.02213 (no unit)
boundary ratio at 4000 eV: 1.09503 (no unit)
boundary ratio at 16000 eV: 1.04584 (no unit)
boundary ratio, extrapolated: 0.99665 (no unit)
third-term ratio, extrapolated: 0.99664 (no unit)
second-order energy, no cutoff = -2.704966 eV
Ecut = 100 eV: RPA = -1.910083 eV, second order = -2.543977 eV
  terms: leading = 0.103023 eV, boundary = 0.027571 eV, third = 0.015453 eV
Ecut = 200 eV: RPA = -2.017418 eV, second order = -2.657571 eV
  terms: leading = 0.036424 eV, boundary = 0.006893 eV, third = 0.002732 eV
Ecut = 400 eV: RPA = -2.049343 eV, second order = -2.689742 eV
  terms: leading = 0.012878 eV, boundary = 0.001723 eV, third = 0.000483 eV
Ecut = 800 eV: RPA = -2.059469 eV, second order = -2.699881 eV
  terms: leading = 0.004553 eV, boundary = 0.000431 eV, third = 0.000085 eV
RPA drop 400 to 800 eV = 0.010126 eV
drop from two terms = 0.009617 eV
drop from three terms = 0.010015 eV
RPA drop / two-term drop = 1.05287 (no unit)
RPA drop / three-term drop = 1.01107 (no unit)
Ecut power of higher orders, 100-400 eV = 4.668 (no unit)
reference RPA energy = -2.064553 eV
reference RPA energy = -0.07587094 hartree
third-order tail omitted there = 6.18e-07 eV
error at 800 eV, raw = 0.005085 eV
error after leading correction = 0.000532 eV
error after leading + boundary = 0.000101 eV
error after three terms = 0.000016 eV
two-point extrapolated energy = -2.065006 eV
error of two-point extrapolation = 0.000453 eV
\end{verbatim}
